# Length and velocity oscillator strengths in time-dependent Hartree-Fock and configuration interaction singles

## Equal strengths in full time-dependent Hartree-Fock

A calculated absorption strength can depend on which of two equivalent operators is used to compute it. For the first strong absorption of the magnesium atom, configuration interaction singles (CIS) gives an oscillator strength of 2.09 from the matrix element of position and 0.80 from that of momentum, with the same orbitals and the same excited state. The two predictions for this atom differ by a factor of 2.6. A calculation for a resist chromophore can show the same kind of disagreement, though its size must be found for each molecule. Enlarging the basis does not help, because the discrepancy survives in a complete basis. Full time-dependent Hartree-Fock (TDHF) gives a single value in that limit. The difference between the methods lies in the de-excitation amplitudes, which CIS omits.

Rydberg atomic units are used: $\hbar=1$, $2m=1$, $e^2=2$. The kinetic energy of an electron is $-\nabla^2$, the repulsion of two electrons is $2/r_{12}$, energies are in Ry and lengths in $a_0$. The nuclei are fixed, there is no magnetic field, and the external potential $u(\mathbf r)$ is local. For the exact Hamiltonian $H$ and $Z=\sum_k z_k$, the potentials commute with $Z$. The kinetic energy does not:

$$
[-\nabla^2,z]\psi=-\partial_z^2(z\psi)+z\,\partial_z^2\psi=-2\,\partial_z\psi .
$$

Put $P=\sum_k(-2\partial_{z_k})$, so that $[H,Z]=P$. Between the ground state $|0\rangle$ and an excited state $|n\rangle$ at excitation energy $\omega_n$, the commutator gives

$$
W_n\equiv\langle n|P|0\rangle=\langle n|HZ-ZH|0\rangle=\omega_n D_n,\qquad D_n\equiv\langle n|Z|0\rangle .
$$

The oscillator strength, $(2m/3\hbar^2)\,\omega\sum_k|\langle n|R_k|0\rangle|^2$ with $k=x,y,z$, becomes $\frac13\omega\sum_k D_k^2$ in these units. For an atomic P level the three degenerate components contribute equally. Summed over them, the strength is

$$
f_L=\omega D^2,\qquad f_V=\frac{W^2}{\omega},
$$

where $D$ and $W$ belong to the component polarized along $z$. For a molecule one sums over the three directions with the factor $\frac13$, and what follows holds for each direction separately. Exact states have $W=\omega D$ and hence $f_L=f_V$. An approximate theory must earn this equality.

Consider a closed shell of $N$ electrons in $N/2$ real orbitals. Labels $i,j,k$ denote occupied orbitals and $a,b$ virtual ones. The Hartree-Fock (HF) operator is $F=-\nabla^2+u+2J-K$. Here $J$ is the local repulsion from one electron in each occupied orbital, and $K$ is the nonlocal exchange operator,

$$
(Kf)(\mathbf r)=\sum_j\varphi_j(\mathbf r)\int\frac{2}{|\mathbf r-\mathbf r'|}\,\varphi_j(\mathbf r')f(\mathbf r')\,d\mathbf r' .
$$

The symbol $(pq|rs)$ denotes the repulsion between the charge distributions $\varphi_p\varphi_q$ and $\varphi_r\varphi_s$, including the factor 2 of $2/r_{12}$.

In TDHF every orbital obeys $i\partial_t\varphi_i=F\varphi_i$, with $F$ built from the moving orbitals. For a small disturbance, equal for both spins, write

$$
\varphi_i(t)=e^{-i\varepsilon_i t}\Big[\varphi_i+\sum_a c_{ai}(t)\,\varphi_a\Big].
$$

Admixtures of occupied orbitals may be dropped: orthonormality requires $c_{ki}+c_{ik}^*=0$, and in that combination they cancel from the density matrix. To first order the density matrix of one spin changes by

$$
\delta\rho(\mathbf r,\mathbf r')=\sum_{bj}\big[c_{bj}\varphi_b(\mathbf r)\varphi_j(\mathbf r')+c_{bj}^*\varphi_j(\mathbf r)\varphi_b(\mathbf r')\big].
$$

Its diagonal changes $2J$, and its full kernel changes $K$. Projecting the equation of motion on $\varphi_a$ gives

$$
i\dot c_{ai}=(\varepsilon_a-\varepsilon_i)c_{ai}+\sum_{bj}\big\{[2(ai|bj)-(ab|ij)]c_{bj}+[2(ai|bj)-(aj|bi)]c_{bj}^*\big\}.
$$

With each pair $ai$ treated as one index, this is $i\dot c=Ac+Bc^*$, where

$$
A_{ai,bj}=(\varepsilon_a-\varepsilon_i)\delta_{ab}\delta_{ij}+2(ai|bj)-(ab|ij),\qquad
B_{ai,bj}=2(ai|bj)-(aj|bi).
$$

Both matrices are real and symmetric. A free oscillation $c=Xe^{-i\omega t}+Ye^{i\omega t}$ with real $X,Y$ contributes $Y$ to the $e^{-i\omega t}$ part of $c^*$. Equating coefficients of the two exponentials gives

$$
AX+BY=\omega X,\qquad BX+AY=-\omega Y .
$$

$X$ holds the excitation amplitudes and $Y$ the de-excitation amplitudes. With $S=X+Y$ and $T=X-Y$, the sum and difference of the two equations are

$$
(A+B)S=\omega T,\qquad (A-B)T=\omega S .
$$

I assume a stable HF state, meaning that $A+B$ and $A-B$ are positive definite. Let $M=A-B$. The symmetric positive matrix $M^{1/2}(A+B)M^{1/2}$ has a complete orthonormal set of eigenvectors $q_n$ with eigenvalues $\omega_n^2>0$. The vectors

$$
S_n=\omega_n^{-1/2}M^{1/2}q_n,\qquad T_n=\omega_n^{1/2}M^{-1/2}q_n
$$

solve both equations. The second follows at once from $MT_n=\omega_n^{1/2}M^{1/2}q_n=\omega_nS_n$. For the first, multiplying the eigenvalue equation by $M^{-1/2}$ gives $(A+B)M^{1/2}q_n=\omega_n^2M^{-1/2}q_n$, which is $(A+B)S_n=\omega_nT_n$ after division by $\omega_n^{1/2}$. Moreover $S_n\cdot T_m=\delta_{nm}$, which for $n=m$ reads $X\cdot X-Y\cdot Y=1$.

The transition matrix elements follow from the response to a weak perturbation $2\eta z\cos\Omega t$. Define

$$
d_{ai}=\langle a|z|i\rangle,\qquad v_{ai}=\langle a|-2\partial_z|i\rangle .
$$

The driven equation is $i\dot c=Ac+Bc^*+2\eta\cos(\Omega t)\,d$. Put $c=xe^{-i\Omega t}+ye^{i\Omega t}$, $s=x+y$ and $\tau=x-y$. The two frequency components are $\Omega x=Ax+By+\eta d$ and $-\Omega y=Ay+Bx+\eta d$, so that

$$
\Omega\tau=(A+B)s+2\eta d,\qquad \Omega s=(A-B)\tau .
$$

Expand $s=\sum_n s_nS_n$ and $\tau=\sum_n\tau_nT_n$. Projecting the first equation on $S_n$ and the second on $T_n$ gives

$$
\Omega\tau_n=\omega_ns_n+2\eta\,d\cdot S_n,\qquad \Omega s_n=\omega_n\tau_n .
$$

An exact system has the same form. Its state $|0\rangle+\sum_n a_n|n\rangle$, apart from the ground-state phase, obeys $i\dot a_n=\omega_na_n+2\eta\cos(\Omega t)D_n$. This yields the same pair of equations with $D_n$ in place of $d\cdot S_n$.

Now compare the induced expectation values. The operator $z$ is symmetric and $-2\partial_z$ is antisymmetric in real orbitals. Therefore $Z$ responds to $c+c^*=2s\cos\Omega t$, and $P$ responds to $c^*-c=2i\tau\sin\Omega t$. With both spins counted, mode $n$ contributes $2(d\cdot S_n)s_n$ and $2(v\cdot T_n)\tau_n$ as coefficients of these time factors. The exact mode contributes $D_n$ and $W_n$ times its own amplitudes. If $D_n=\sqrt2\,d\cdot S_n$, the exact amplitudes are $\sqrt2\,s_n$ and $\sqrt2\,\tau_n$, and the response of $Z$ matches. Matching $P$ then fixes $W_n$. Thus

$$
D=\sqrt2\,d\cdot(X+Y),\qquad W=\sqrt2\,v\cdot(X-Y).
$$

The opposite signs of $Y$ come from the symmetry of one operator and the antisymmetry of the other.

What remains is a relation between $d$ and $v$. Exchange makes it nontrivial, since $K$ does not commute with $z$. The local parts of $F$ do commute, so $[F,z]=-2\partial_z-[K,z]$, or

$$
v_{ai}=\langle a|[F,z]|i\rangle+\langle a|[K,z]|i\rangle .
$$

Completeness enters here in two ways. If $z\varphi_i$ lies in the span of the basis, $\langle a|Fz|i\rangle=\varepsilon_a d_{ai}$. If $\varphi_i$ solves the HF equation at every point, and not merely in projection on a finite basis, $\langle a|zF|i\rangle=\varepsilon_i d_{ai}$. The first term is then $(\varepsilon_a-\varepsilon_i)d_{ai}$.

For the exchange term, the definition of $K$ gives

$$
\langle a|[K,z]|i\rangle=\sum_j\big[(aj|(zj)i)-(a(zj)|ji)\big],
$$

where $(zj)$ stands for the function $z\varphi_j$. In the first integral the factor $z$ acted on $\varphi_i$ at the inner point, and it has been grouped with $\varphi_j$ at that same point. In the second it belongs to the outer point. Completeness is used once more to expand

$$
z\varphi_j=\sum_b d_{bj}\varphi_b+\sum_k z_{kj}\varphi_k .
$$

The occupied part contributes $\sum_{jk}z_{kj}[(aj|ki)-(ak|ji)]$. Exchanging the names $j$ and $k$ in the second term, and using $z_{kj}=z_{jk}$, turns it into the first, so the two cancel. The virtual part leaves

$$
\langle a|[K,z]|i\rangle=\sum_{bj}\big[(aj|bi)-(ab|ij)\big]d_{bj}.
$$

In $A-B$ the terms $2(ai|bj)$ cancel and precisely these exchange integrals remain beside the orbital energies. Hence

$$
v=(A-B)\,d .
$$

This identity has a direct physical meaning. Multiplying all occupied orbitals by $e^{i\lambda z}$ sets the electrons moving together without changing their density. To first order it corresponds to $c=i\lambda d$. The exchange operator built from the new orbitals is $e^{i\lambda z}Ke^{-i\lambda z}$, so exchange follows the common motion, and the kinetic energy alone produces a new term:

$$
F'e^{i\lambda z}\varphi_i=e^{i\lambda z}(F-2i\lambda\partial_z+\lambda^2)\varphi_i .
$$

Subtract $\varepsilon_ie^{i\lambda z}\varphi_i$ and project on $\varphi_a$. To first order the result is $i\lambda v_{ai}$. The linearized equation gives $Ac+Bc^*=i\lambda(A-B)d$ for the same quantity. The identity therefore expresses the fact that self-consistent exchange moves with the electrons.

Projecting $(A-B)T=\omega S$ on $d$ and using the symmetry of $A-B$ gives $v\cdot T=\omega\,d\cdot S$. Multiplication by $\sqrt2$ yields

$$
W=\omega D,\qquad f_V=\frac{W^2}{\omega}=\omega D^2=f_L .
$$

The equality holds for each singlet excitation. The derivation uses a complete basis, including its continuum part, a stable closed-shell HF state and all occupied orbitals in the response. It does not require that the excitation energy or the strength be accurate.

## The gap left by configuration interaction singles

The symbols carried over are these: $d_{ai}=\langle a|z|i\rangle$ and $v_{ai}=\langle a|-2\partial_z|i\rangle$ connect occupied orbitals $i$ with virtual orbitals $a$; $A$ and $B$ are the singlet matrices of the TDHF equations $AX+BY=\omega X$ and $BX+AY=-\omega Y$; $M=A-B$, $S=X+Y$, $T=X-Y$. The transition elements are $D=\sqrt2\,d\cdot S$ and $W=\sqrt2\,v\cdot T$, with strengths $f_L=\omega D^2$ and $f_V=W^2/\omega$. In a complete basis $v=(A-B)d$, and TDHF has $W=\omega D$.

CIS diagonalizes the Hamiltonian among singly excited determinants. For spin orbitals, the Slater-Condon rules give the elements $(\varepsilon_a-\varepsilon_i)\delta_{ab}\delta_{ij}+(ai|bj)-(ab|ij)$ between excitations of equal spin, measured from the HF energy, and $(ai|bj)$ between excitations of opposite spin. The singlet combination has weight $1/\sqrt2$ for each spin, so its matrix is the sum of the two, which is $A$. The CIS equation is therefore $AX=\omega X$ with $X\cdot X=1$. The two spins add to $D=\sqrt2\,d\cdot X$ and $W=\sqrt2\,v\cdot X$. These are the TDHF expressions with $Y=0$.

Now project the CIS equation on $d$ and split $A=(A-B)+B$:

$$
\omega\,d\cdot X=d\cdot(A-B)X+d\cdot BX=v\cdot X+d\cdot BX .
$$

Multiplication by $\sqrt2$ gives the gap, and the strengths follow from a difference of squares:

$$
\omega D-W=G,\qquad G=\sqrt2\,d\cdot BX,
$$

$$
f_L-f_V=\frac{(\omega D)^2-W^2}{\omega}=\frac{G(\omega D+W)}{\omega}.
$$

The strengths agree if $G=0$ or in the accidental case $\omega D=-W$. Nothing in the CIS equation enforces either condition. In TDHF, subtracting the de-excitation equation from the excitation equation supplies a term $-d\cdot BX$, which cancels the unwanted one. CIS has discarded that equation.

One electron is an exception. In the spin-orbital form of the theory $B_{ai,bi}=(ai|bi)-(ai|bi)=0$, so $A=A-B$ and CIS keeps the equality. For the hydrogen 1s-2p transition a Gaussian basis gives $f_L=0.41616$ and $f_V=0.41620$, against the closed form $2^{13}/3^9=0.41620$.

The size of the gap need not follow the weight of the missing amplitudes. The second TDHF equation can be solved for $Y$:

$$
Y=-(A+\omega)^{-1}BX .
$$

Thus $Y$ is of first order in $B$, while $Y\cdot Y$ is of second order. Inserted in the first TDHF equation, it changes $\omega$ and $X$ at second order for a nondegenerate state within one symmetry. The elements $D$ and $W$ change at first order, by $\sqrt2\,d\cdot Y$ and $-\sqrt2\,v\cdot Y$. A modest error in the energy can therefore accompany a large disagreement in strength.

Sum rules show the same defect over the whole spectrum. From $S_n=\omega_n^{-1/2}M^{1/2}q_n$ and the completeness of the $q_n$, one has $\sum_n\omega_nS_nS_n^{\mathsf T}=M$. Hence in TDHF

$$
\sum_n f_{L,n}=2\,d\cdot Md=2\,d\cdot v .
$$

The sum over virtual orbitals in $d\cdot v$ may be extended to all orbitals, because the added occupied terms pair the symmetric $z_{ik}$ with an antisymmetric matrix and vanish. For each occupied orbital, partial integration gives

$$
\langle i|z(-2\partial_z)|i\rangle=-\int z\,\partial_z(\varphi_i^2)\,d\mathbf r=1 .
$$

There are $N/2$ such orbitals, so the sum is $N$. Likewise $\sum_nT_nT_n^{\mathsf T}/\omega_n=M^{-1}$, and the velocity strengths add to $2\,v\cdot M^{-1}v=2\,v\cdot d=N$. In CIS, $\sum_n\omega_nX_nX_n^{\mathsf T}=A$, so that

$$
\sum_n f_{L,n}=2\,d\cdot Ad=N+2\,d\cdot Bd .
$$

Freezing the core breaks the equality even in TDHF. Let the subscript $v$ mark excitations from the active valence orbitals and $c$ those from the frozen ones. The valence rows of the identity read $v_v=M_{vv}d_v+M_{vc}d_c$, whereas the truncated response obeys $M_{vv}T=\omega S$. Projecting on $d_v$ gives $\omega\,d_v\cdot S=(v_v-M_{vc}d_c)\cdot T$, and therefore

$$
W-\omega D=\sqrt2\,(M_{vc}d_c)\cdot T .
$$

Since the occupied orbitals of the two sets differ, $M_{vc}$ contains exchange integrals only. Making the core potential local is not enough to close the gap. If that potential has core levels of its own and they are barred to the valence electrons, the part of $z\varphi_i$ lying on them is lost and the exchange terms no longer cancel. The gap closes for a local pseudopotential without such levels, where every unoccupied orbital is available to the response.

The free magnesium atom, excited from $3s^2$ to the singlet P level of $3s3p$, puts numbers to these statements. It is not a resist chromophore, but it is a closed-shell ultraviolet absorber small enough for the basis to approach completeness. The Gaussian exponents form geometric series starting from $0.01\,a_0^{-2}$. The s and p functions share all exponents below $2\times10^4\,a_0^{-2}$, which places $z$ times any s orbital in the span. The d functions take those between 0.02 and $700\,a_0^{-2}$. With these limits held fixed, the ratio of neighbouring exponents is reduced:

| Ratio | Functions | TDHF $f_L$, $f_V$ | CIS $f_L$, $f_V$ |
|---|---:|---:|---:|
| 4.0 | 84 | 1.6933, 1.6653 | 2.1370, 0.8045 |
| 3.2 | 97 | 1.6653, 1.6626 | 2.0984, 0.8029 |
| 2.5 | 124 | 1.6583, 1.6584 | 2.0893, 0.8003 |

The TDHF difference, relative to $f_V$, falls from 1.7% to 0.006%. The CIS difference stays near 160%. The last digits depend on the choice of exponents: another series of similar density, starting from $0.006\,a_0^{-2}$, moves the excitation energies by about 0.00003 Ry and the strengths by up to 0.001.

The identity $v=(A-B)d$ can be examined directly, with $v$ from gradient integrals and the right side from dipole and repulsion integrals. For virtual orbitals below 20 Ry the norm of the mismatch, relative to that of $v$, falls from 0.12 to 0.0025. Over all virtual orbitals it is 0.15, 0.19 and 0.042 in the three bases, so it falls neither steadily nor as far. The strength carried by the mismatch, $\sum_n(W_n-\omega_nD_n)^2/\omega_n$, falls from 0.086 to 0.00014. In the densest basis the remaining mismatch thus lies mainly where it hardly affects absorption.

In the densest basis TDHF gives $\omega=0.29598$ Ry, which is 4.027 eV or 307.9 nm, with $D=2.3670\,a_0$ and $W=0.70062$ Ry $a_0$. The strengths are

$$
f_L=0.29598\times2.3670^2=1.658,\qquad f_V=\frac{0.70062^2}{0.29598}=1.658 .
$$

CIS gives $\omega=0.30638$ Ry, or 4.169 eV and 297.4 nm, with $D=2.6114\,a_0$ and $W=0.49517$ Ry $a_0$:

$$
f_L=0.30638\times2.6114^2=2.089,\qquad f_V=\frac{0.49517^2}{0.30638}=0.800 .
$$

Here $\omega D=0.80008$ Ry $a_0$, so the gap is $0.80008-0.49517=0.30491$ Ry $a_0$. The independent expression $G=\sqrt2\,d\cdot BX$ gives 0.30498 Ry $a_0$. The formula for the difference in strength yields

$$
\frac{0.30491\,(0.80008+0.49517)}{0.30638}=1.289,
$$

which is the difference between 2.089 and 0.800.

The de-excitation weight is $Y\cdot Y=0.0143$, so the norm of $Y$ is 0.12. The CIS energy lies 3.5% above the TDHF energy, yet the two CIS strengths differ by a factor of 2.6. This is the pattern expected when the energy changes at second order and the matrix elements at first. The lowest-order expressions, evaluated with the CIS vector $X$, are only a rough guide for this atom. They give changes of $-0.0094$ Ry in $\omega$, $-0.31\,a_0$ in $D$ and $+0.14$ Ry $a_0$ in $W$, against the full changes of $-0.0104$ Ry, $-0.24\,a_0$ and $+0.21$ Ry $a_0$. The TDHF value of $\omega D=W$, 0.7006 Ry $a_0$, lies between the two CIS values.

The TDHF strengths add to 12.0009 in the length form and 11.9992 in the velocity form, for 12 electrons. The CIS length strengths add to 14.6941, against 14.6932 from $N+2\,d\cdot Bd$, an excess of 22% over the electron number.

The length side of the response has a separate test in the static polarizability. At $\Omega=0$ the response equations give $\delta\langle Z\rangle=-2\sum_n f_n/\omega_n^2$ per unit of perturbation. With $e^2=2$ the polarizability is $4\sum_n f_n/\omega_n^2$ in $a_0^3$. In the sparsest basis this sum is $84.420\,a_0^3$, while HF calculations in a small static field give $84.423\,a_0^3$. The agreement tests the response equations and not the basis: a denser basis lowers the polarizability to about $81.6\,a_0^3$, a change of 3%.

With excitations from 3s alone, TDHF gives 4.059 eV, $f_L=1.6687$ and $f_V=1.6528$. The gap $W-\omega D$ is $-0.00336$ Ry $a_0$, against $-0.00339$ Ry $a_0$ from the frozen-core formula. For this atom, freezing the core costs about 1% in consistency.

Agreement of the two strengths shows internal consistency and leaves the mean-field error untouched. A full configuration interaction of the two valence electrons, over a frozen HF core and 36 orbitals with energies below 8 Ry, gives 4.290 eV, $f_L=1.766$ and $f_V=1.725$. In the same basis, that of ratio 3.2, its energy is 0.230 eV above frozen-core TDHF, a shift of about 16 nm. This level is not exact either, since it omits correlation with the core, truncates the orbital space and has no f functions. Its values move with the orbital space. A denser s, p, d basis gives 4.292 eV, $f_L=1.758$ and $f_V=1.728$. Adding f functions gives 4.279 eV, $f_L=1.76$ and $f_V=1.74$, and lowers the offset from frozen-core TDHF to 0.22 eV. In the denser basis, raising the orbital cutoff from 8 to 60 Ry changes the energy by only 0.0001 eV. The real atom absorbs at roughly 4.3 eV with a strength of roughly 1.8, so TDHF places the line too low. CIS is closer in energy here, but its strengths lie on both sides of the real value: the length form is about 16% too high, and the velocity form is less than half of it.

Scalar relativity has a smaller effect. A scalar relativistic one-electron Hamiltonian shifts the TDHF energy by 0.011 eV and $f_L$ by $-0.001$ in the sparsest basis. Spin-orbit coupling is left out, and its effect is not sized here. Both forms of the strength also assume a wavelength much longer than the atom. The root-mean-square radius of the 3s orbital is $3.524\,a_0$, which at 307.9 nm gives $kr=0.0038$ and $(kr)^2=1.4\times10^{-5}$.

For a resist chromophore the algebra is unchanged, but the magnesium numbers do not carry over. A strength near 1.7 in the first singlet transition is far larger than that of benzene, whose lowest singlet transition is dipole-forbidden at the symmetric geometry. The CIS gap must be evaluated for each molecule through $d\cdot BX$. In a film, vibrations, neighbouring molecules and the local optical field also alter the absorption, and none of these is sized here. For independent absorbers at fixed concentration and line shape, the predicted absorption coefficient is proportional to $f$, so a disagreement between the two forms passes directly into the predicted absorbance.

The comparison of $f_L$ with $f_V$ thus has a different use in each method. In TDHF with a local external potential and all occupied orbitals active, a difference reveals an incomplete basis, although a small difference does not prove completeness. A nonlocal pseudopotential does not commute with $z$ and can cause a difference of its own. In CIS a difference mixes basis error with the term $G$, and enlarging the basis removes the basis error alone. The numerical output lists the main computed values; it does not include the second exponent series, the polarizability in a denser basis, the lowest-order estimates of the changes from CIS to TDHF, or the configuration interaction in larger orbital spaces.

## Calculated quantities

```
Mg atom, 3s3p singlet P; strengths f have no unit
exponent ratio 4.0: 84 functions
  relative mismatch of v=(A-B)d: all virtuals 1.5e-01, below 20 Ry 1.2e-01; strength in mismatch 8.6e-02
  TDHF f_L 1.6933 f_V 1.6653; CIS f_L 2.1370 f_V 0.8045
exponent ratio 3.2: 97 functions
  relative mismatch of v=(A-B)d: all virtuals 1.9e-01, below 20 Ry 3.7e-02; strength in mismatch 8.2e-03
  TDHF f_L 1.6653 f_V 1.6626; CIS f_L 2.0984 f_V 0.8029
exponent ratio 2.5: 124 functions
  relative mismatch of v=(A-B)d: all virtuals 4.2e-02, below 20 Ry 2.5e-03; strength in mismatch 1.4e-04
  TDHF f_L 1.6583 f_V 1.6584; CIS f_L 2.0893 f_V 0.8003
Densest basis:
electrons 12; TDHF sum f_L 12.0009, sum f_V 11.9992
CIS sum f_L 14.6941; N + 2d.B.d 14.6932
TDHF excitation energy 0.29598 Ry = 4.027 eV = 307.9 nm
TDHF D 2.3670 a0, omega*D 0.70060 Ry a0, W 0.70062 Ry a0
CIS excitation energy 0.30638 Ry = 4.169 eV = 297.4 nm
CIS D 2.6114 a0, omega*D 0.80008 Ry a0, W 0.49517 Ry a0
TDHF de-excitation weight Y.Y 0.0143
TDHF |f_L/f_V - 1| 0.0059 %
CIS f_L/f_V - 1 161.07 %
CIS gap omega*D - W 0.30491 Ry a0
CIS gap from B, G 0.30498 Ry a0
polarizability, sparsest basis: finite field 84.423 a0^3, TDHF sum 84.420 a0^3
frozen-core TDHF: energy 4.059 eV, f_L 1.6687, f_V 1.6528
frozen-core gap W - omega*D -0.00336 Ry a0, predicted -0.00339 Ry a0
hydrogen 1s-2p: CIS f_L 0.41616, f_V 0.41620, closed form 0.41620
valence full CI, middle basis, 36 orbitals: energy 4.290 eV, f_L 1.7664, f_V 1.7253
  full CI minus frozen-core TDHF energy, same basis 0.230 eV
scalar relativity, sparsest basis: TDHF energy shift 0.0110 eV, f_L shift -0.0011
3s rms radius 3.524 a0; kr 3.81e-03, (kr)^2 1.4e-05
```
